\section*{Avalanche growth with a dead space when one carrier ionizes}

\section{Problem}

In a high-field region an electron must gain a threshold energy before it can create an electron-hole pair. An electron starting at rest in a uniform field therefore travels some distance before it can ionize. This distance, the dead space $d$, is at least the threshold energy divided by the force on the electron. It changes the growth rate of the electron number appreciably when it is not small compared with the mean distance that the electron travels beyond it before ionizing. A shorter dead space still changes the total multiplication appreciably if the region spans many such distances.

Consider the following model. Only electrons ionize, and all of them move in the same direction, along $x$. An electron that starts at rest cannot ionize within $d$. Beyond $d$ it ionizes with constant probability $\alpha$ per unit length. After an ionization both electrons, the old one and the new one, start again at rest. The field is uniform and unaffected by the carriers.

One electron is injected at rest at $x=0$. Let $n(x)$ be the mean number of electrons arriving at the plane $x$. Far from the injection point $n$ grows as $A e^{\gamma x}$. Find $\gamma/\alpha$ and $A$ for
\begin{equation}
u\equiv\alpha d=0.5 .
\end{equation}
For a numerical example take the round values $\alpha=0.01\ \mathrm{nm^{-1}}$ and $d=50$ nm, and find the mean multiplication over 500 nm. These are model parameters, not those of a particular material.

\section{First estimate by scaling}

The free flight between a start at rest and the next ionization consists of the dead space and an exponentially distributed remainder of mean $1/\alpha$. Its mean length is
\begin{equation}
m=d+\frac1\alpha=\frac{1+u}{\alpha}=\frac{1.5}{\alpha}.
\end{equation}
This length sets the scale of $\gamma$, but two simple arguments give different prefactors.

If each electron is assigned the average ionization rate $1/m$, then $n'=n/m$ and
\begin{equation}
\gamma_{\rm rate}=\frac1m=\frac{\alpha}{1+u}=0.667\,\alpha .
\end{equation}
If instead every flight is given the same length $m$, the population doubles once per distance $m$, so that $e^{\gamma m}=2$ and
\begin{equation}
\gamma_{\rm double}=\frac{\ln2}{m}=0.462\,\alpha .
\end{equation}
Scaling thus gives a growth rate of roughly half of $\alpha$. To fix the prefactor, one needs the distribution of flight lengths and not just its mean.

\section{Exact solution of the model}

\subsection{Renewal equation}

The probability density $h(s)$ of the flight length $s$, and the probability $S(s)$ of no ionization up to $s$, are
\begin{align}
h(s)&=\begin{cases}0,&s<d,\\ \alpha e^{-\alpha(s-d)},&s>d,\end{cases}\\
S(s)&=\begin{cases}1,&s<d,\\ e^{-\alpha(s-d)},&s>d.\end{cases}
\end{align}
Either the injected electron reaches $x$ without ionizing and counts as one, or it first ionizes at some $s<x$. In the second case two electrons start at rest at $s$, and each has a remaining distance $x-s$. Hence
\begin{equation}
n(x)=S(x)+2\int_0^x h(s)\,n(x-s)\,ds .
\label{renewal}
\end{equation}

Denote Laplace transforms by capital letters, with variable $p$. For the flight density,
\begin{equation}
H(p)=\int_d^\infty \alpha e^{-\alpha(s-d)}e^{-ps}\,ds
=\frac{\alpha e^{-pd}}{\alpha+p}.
\end{equation}
Since $S'=-h$ and $S(0)=1$, the transform of $S$ is $[1-H(p)]/p$. The integral in (\ref{renewal}) is a convolution, so $N=(1-H)/p+2HN$, or
\begin{equation}
N(p)=\frac{1-H(p)}{p\,[1-2H(p)]}.
\label{laplace}
\end{equation}

\subsection{Growth rate}

Exponential growth comes from a pole of $N$. At $p=0$ there is none: $H(0)=1$ makes the numerator vanish as well. At $p=-\alpha$, where $H$ diverges, $N$ tends to the finite value $1/(2p)$. The poles are therefore the solutions of $2H(p)=1$.

For real $p\ge0$, $H$ falls steadily from 1 to 0, so there is one positive solution $\gamma$:
\begin{equation}
\alpha+\gamma=2\alpha e^{-\gamma d}.
\label{char}
\end{equation}
It dominates all others. If $\mathrm{Re}\,p>\gamma$, then $|2H(p)|\le 2H(\mathrm{Re}\,p)<1$. If $p=\gamma+i\omega$ with $\omega\neq0$, the phases $e^{-i\omega s}$ differ over the range of flight lengths and again $|2H|<1$. The remaining roots thus have $\mathrm{Re}\,p<\gamma$. Each root obeys $|\alpha+p|=2\alpha e^{-d\,\mathrm{Re}\,p}$, so roots with real part above any fixed value are confined to a bounded region and are finite in number. A gap therefore separates $\gamma$ from the real parts of the others, and their contribution relative to $e^{\gamma x}$ dies out exponentially.

To solve (\ref{char}), set $g=\gamma/\alpha$, which gives $1+g=2e^{-ug}$. Let $y=u(1+g)$. Then
\begin{equation}
y\,e^{y}=u(1+g)\,e^{u+ug}=2u\,e^{-ug}e^{u+ug}=2u\,e^{u}.
\end{equation}
The right side is positive and so is $y$, which selects the principal branch of the Lambert function $W$, defined by $W(z)e^{W(z)}=z$:
\begin{equation}
\frac{\gamma}{\alpha}=\frac{W(2u e^{u})}{u}-1 .
\label{lambert}
\end{equation}
For $u=0.5$ the argument is $e^{0.5}=1.6487$ and $W=0.76625$, so that
\begin{equation}
\frac{\gamma}{\alpha}=\frac{0.76625}{0.5}-1=0.5325 .
\end{equation}
In the example $\gamma=5.325\times10^{-3}\ \mathrm{nm^{-1}}$, or $5.325\times10^{4}\ \mathrm{cm^{-1}}$. A direct quadrature solution of (\ref{renewal}) gives the same ratio to four digits.

\subsection{Amplitude}

The amplitude $A$ is the residue of $N$ at $\gamma$. Differentiating $\ln H=\ln\alpha-pd-\ln(\alpha+p)$ gives
\begin{equation}
H'(p)=-H(p)\left(d+\frac1{\alpha+p}\right).
\end{equation}
With $H(\gamma)=1/2$, the denominator near the pole is
\begin{equation}
1-2H(p)\simeq-2H'(\gamma)(p-\gamma)=\left(d+\frac1{\alpha+\gamma}\right)(p-\gamma),
\end{equation}
and the numerator is $1-H(\gamma)=1/2$. Therefore
\begin{equation}
A=\frac{1}{2\gamma\left(d+\dfrac{1}{\alpha+\gamma}\right)}
=\frac{\alpha+\gamma}{2\gamma\,[1+d(\alpha+\gamma)]}.
\end{equation}
Here $d(\alpha+\gamma)=y=0.76625$, and
\begin{equation}
A=\frac{1.5325}{2(0.5325)(1.76625)}=0.8147 .
\end{equation}
Without a dead space $\gamma=\alpha$ and $A=1$, as required for $n=e^{\alpha x}$.

\subsection{Electron number at finite distance}

The asymptotic law cannot hold near $x=0$, since $n=1$ throughout the first dead space. Expanding (\ref{laplace}) in powers of $H$, which is allowed for $\mathrm{Re}\,p>\gamma$, gives
\begin{equation}
N=\frac1p\left(1+\frac{H}{1-2H}\right)
=\frac1p+\sum_{k\ge1}2^{k-1}\frac{H^k}{p}.
\end{equation}
The factor $H^k$ belongs to the sum of $k$ independent flights, which is $kd$ plus a gamma-distributed length. Dividing by $p$ turns its density into the probability that the sum is less than $x$. Hence
\begin{equation}
n(x)=1+\sum_{k\ge1,\;kd<x}2^{k-1}P\bigl(k,\alpha(x-kd)\bigr),
\label{sum}
\end{equation}
\begin{equation}
P(k,z)=1-e^{-z}\sum_{j=0}^{k-1}\frac{z^j}{j!}.
\end{equation}
Term $k$ is the mean number of ionizations in generation $k$, each of which adds one electron. At $x=150$ nm two terms contribute:
\begin{equation}
n=1+(1-e^{-1})+2\,(1-1.5\,e^{-0.5})=1.8125 .
\end{equation}
The asymptotic form gives 1.8109 there. At 100 nm the two values are 1.3935 and 1.3876, and at 200 nm they are 2.3629 and 2.3633.

The difference changes sign because the other roots of $2H=1$ are complex. They follow from (\ref{lambert}) with the other branches of $W$. The first pair is $p/\alpha=-3.05\pm8.97i$, a contribution that decays over about 33 nm and oscillates with a period of about 70 nm. Adding the first 200 pairs to the growing term reproduces (\ref{sum}) at 200 nm, which was tested numerically. At 500 nm the transient is negligible, and the mean multiplication is $n=11.68$.

\section{Comparison}

\subsection{The two estimates are bounds}

The value $0.5325\,\alpha$ lies between $0.462\,\alpha$ and $0.667\,\alpha$, and this ordering holds for every $d>0$. Let angle brackets denote the average over the flight length $s$. The growth condition is $\langle e^{-\gamma s}\rangle=1/2$. The exponential is convex, so its average exceeds its value at the mean:
\begin{equation}
\tfrac12=\langle e^{-\gamma s}\rangle>e^{-\gamma m}
\quad\Rightarrow\quad \gamma>\frac{\ln 2}{m}.
\end{equation}
Short flights speed up growth more than equally long delays slow it down, and the doubling estimate leaves out this spread.

For the upper bound, write (\ref{char}) as $(1+g)e^{ug}=2$, whose left side increases with $g$. At $g=1/(1+u)$, using $e^t\ge1+t$,
\begin{equation}
\frac{2+u}{1+u}\,e^{u/(1+u)}\ge\frac{(2+u)(1+2u)}{(1+u)^2}
=2+\frac{u}{(1+u)^2}>2 .
\end{equation}
The root is therefore smaller than $1/(1+u)$, that is, $\gamma<1/m$.

\subsection{Why the average rate overestimates growth}

Let $a(x)$ be the mean number of electrons at $x$ that are past their dead space. They alone ionize, so $n'=\alpha a$. For $x>d$, the electrons still inside their dead space are those that restarted within the last distance $d$. There were $n(x)-n(x-d)$ ionizations in that interval, and each put two electrons at rest. Thus
\begin{equation}
a(x)=n(x)-2[n(x)-n(x-d)]=2n(x-d)-n(x).
\end{equation}
Dividing by $n(x)$ and using the asymptotic law and (\ref{char}),
\begin{equation}
\frac{a}{n}\to2e^{-\gamma d}-1=\frac{\gamma}{\alpha}=0.5325 .
\end{equation}
A simulation of the branching process gives $0.5319\pm0.0009$ for this fraction at 500 nm.

Following one electron through its successive ionizations gives another average. It spends a mean length $1/\alpha$ of each flight $m$ past the dead space, a fraction $1/(1+u)=0.667$. A growing population contains more recently restarted electrons than such a single history suggests, so fewer of its members are able to ionize.

In the example the average-rate estimate $e^{x/m}$ gives 28.0 at 500 nm, which is 2.4 times the correct 11.68. Ignoring the dead space altogether gives $e^5=148.4$, too large by a factor of 12.7.

\subsection{Short and long dead spaces}

For small $u$, put $g=1+cu$ into $1+g=2e^{-ug}$. To first order this reads $2+cu=2-2u$, so
\begin{equation}
\frac{\gamma}{\alpha}=1-2u+O(u^2).
\end{equation}
A small change in the rate accumulates with distance: the multiplication falls below $e^{\alpha x}$ by roughly the factor $e^{2u\alpha x}$, and for $u=0.05$ and $\alpha x=10$ the sum (\ref{sum}) gives a factor of about 2.5. The average-rate estimate has the right limit at $u=0$ but half the slope, $1-u$. The doubling estimate tends to $\ln2$ instead of 1, because the spread of the flights is then as large as their mean.

For large $u$, the upper bound forces $g\to0$, and (\ref{char}) becomes $e^{-\gamma d}\to1/2$, or $\gamma\to\ln2/d$. The flights are then nearly equal in length and the doubling estimate becomes accurate.

\subsection{Conditions on the result}

The number 0.53 depends on both electrons restarting at rest. Suppose instead that the old electron remains able to ionize and only the new one has a dead space. The number of able electrons then grows as $a'(x)=\alpha a(x-d)$, since each new electron joins them a distance $d$ after its creation. An exponential solution requires $\gamma=\alpha e^{-\gamma d}$, so $\gamma d\,e^{\gamma d}=u$ and $\gamma/\alpha=W(u)/u=0.703$ at $u=0.5$. This neglects the energy that the old electron gives up.

The coefficient $\alpha$ is also not the growth rate that would be read from the slope of $\ln n$ against distance. Far from the injection point that slope is $\gamma$, and (\ref{char}) converts it:
\begin{equation}
\alpha=\frac{\gamma}{2e^{-\gamma d}-1},\qquad \gamma d<\ln2 .
\end{equation}

If holes ionize too, they create electrons upstream, and (\ref{renewal}) no longer closes on electrons alone. A nonuniform field makes $d$ and $\alpha$ depend on position, and a gradual onset of ionization replaces $h(s)$ by a smoother density. In that last case the condition $2H(\gamma)=1$ survives with the new $H$, but (\ref{lambert}) does not. The numerical output below lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
alpha = 0.0100 1/nm
dead space d = 50.0 nm
alpha*d = 0.500 (dimensionless)
region length = 500.0 nm
mean flight d + 1/alpha = 150.0 nm
Lambert argument 2u e^u = 1.648721
Lambert value W = 0.766249
gamma/alpha = 0.532497
gamma = 0.0053250 1/nm
gamma converted = 5.3250e+04 1/cm
gamma/alpha from integral equation = 0.532501
largest relative gap, integral equation vs sum = 3.9e-05
amplitude A = 0.814705
A from integral equation = 0.814720
lower bound ln2/(mean flight)/alpha = 0.462098
upper bound 1/(mean flight)/alpha = 0.666667
small-u slope of gamma/alpha = -1.9995
first transient root/alpha, real part = -3.0536
first transient root/alpha, imaginary part = 8.9749
x = 50 nm: n = 1.000000, A exp(gamma x) = 1.063239
x = 100 nm: n = 1.393469, A exp(gamma x) = 1.387590
x = 150 nm: n = 1.812529, A exp(gamma x) = 1.810887
x = 200 nm: n = 2.362903, A exp(gamma x) = 2.363316
x = 500 nm: n = 11.676254, A exp(gamma x) = 11.676254
simulated n at region end = 11.687 +- 0.032
simulated fraction past dead space = 0.5319 +- 0.0009
simulated single-lineage rate/alpha = 0.6659
n at region end without dead space = 148.413
wrong estimate exp(x/mean flight) there = 28.032
alternative convention gamma/alpha = 0.703467
same from delay equation = 0.703468
\end{verbatim}
